# Recombination through midgap interface traps and its peak at equal densities: a numerical check

```python
"""
Steady-state recombination through midgap interface traps, equal capture
coefficients c for electrons and holes:
    U = c N (n p - ni^2) / (n + p + 2 ni).
At fixed P = n p > ni^2 it peaks at n = p = sqrt(P), with height
    c N (sqrt(P) - ni) / 2.
n, p: surface electron and hole densities; ni: intrinsic density;
N: traps per area; n1, p1: densities that set the emission rates;
f: probability that a trap holds its electron.
Tests use ni = 1 and c = 1; the example uses cm, s, eV and V.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar


def steady(n, p, cn, cp, n1, p1):
    """Solve the two-state balance; return electron flux, hole flux, f."""
    fill = cn * n + cp * p1
    drain = cn * n1 + cp * p
    total = fill + drain
    empty, full = np.linalg.solve(
        np.array([[fill / total, -drain / total], [1.0, 1.0]]),
        np.array([0.0, 1.0]))
    return cn * (n * empty - n1 * full), cp * (p * full - p1 * empty), full


def closed_rate(n, p, c, ni):
    """Derived rate per trap."""
    return c * (n * p - ni**2) / (n + p + 2 * ni)


def find_peak(product, cn, cp, n1, p1, sign=1.0):
    """Search for the extreme rate; return ln(n/sqrt(product)) and rate."""
    root = np.sqrt(product)

    def objective(x):
        return -sign * steady(root * np.exp(x), root * np.exp(-x),
                              cn, cp, n1, p1)[0]
    best = minimize_scalar(objective, bounds=(-8, 7), method="bounded",
                           options={"xatol": 1e-9})
    return best.x, -sign * best.fun


# Emission constants from equilibrium occupancy at several Fermi levels
# (energies in kT, valence edge 0, conduction edge 20, trap 9, degeneracy 2).
electron_emission, hole_emission = [], []
for fermi in (5.0, 8.0, 11.0, 15.0):
    n_eq, p_eq = 3e4 * np.exp(fermi - 20), 5e4 * np.exp(-fermi)
    weight_full = 2 * np.exp(fermi - 9)
    full_eq = weight_full / (1 + weight_full)
    empty_eq = 1 / (1 + weight_full)
    electron_emission.append(n_eq * empty_eq / full_eq)
    hole_emission.append(p_eq * full_eq / empty_eq)
assert np.ptp(electron_emission) < 1e-10 * electron_emission[0]
assert np.ptp(hole_emission) < 1e-10 * hole_emission[0]
assert np.isclose(electron_emission[0] * hole_emission[0],
                  3e4 * 5e4 * np.exp(-20), rtol=1e-10)

# Time evolution from empty and from full traps reaches the derived rate.
n_test, p_test = 3.0, 40.0


def occupancy_change(t, f):
    electrons = n_test * (1 - f) - f
    holes = p_test * f - (1 - f)
    return electrons - holes


run = solve_ivp(occupancy_change, (0, 1), [0.0, 1.0], t_eval=[0.2, 1.0],
                method="DOP853", rtol=1e-11, atol=1e-14)
for f_end in run.y[:, -1]:
    assert np.isclose(n_test * (1 - f_end) - f_end,
                      closed_rate(n_test, p_test, 1, 1), rtol=1e-7)
    assert np.isclose(f_end, (n_test + 1) / (n_test + p_test + 2), rtol=1e-7)
decay_rate = -np.log(run.y[1, 0] - run.y[0, 0]) / 0.2
assert np.isclose(decay_rate, n_test + p_test + 2, rtol=1e-5)

# Peak position and height, both signs of the net rate, and the null case.
for product, sign in ((1e4, 1), (4.0, 1), (0.25, -1)):
    x_peak, height = find_peak(product, 1, 1, 1, 1, sign)
    assert abs(x_peak) < 1e-5
    assert np.isclose(height, (np.sqrt(product) - 1) / 2, rtol=1e-9)
for n_null in (0.1, 1.0, 20.0):
    assert abs(steady(n_null, 1 / n_null, 1, 1, 1, 1)[0]) < 1e-12
# Off midgap the peak stays; unequal capture moves it.
assert abs(find_peak(1e4, 1, 1, 50, 1 / 50)[0]) < 1e-5
assert np.isclose(find_peak(1e4, 10, 0.1, 1, 1)[0],
                  0.5 * np.log(0.1 / 10), atol=1e-5)

# ---- Worked example: round model parameters ----
gap, temperature, bias = 3.2, 300.0, 2.6
nc_300, nv_300 = 2e19, 3e19
doping, traps, capture = 1e16, 1e11, 1e-9
eps_semi, eps_oxide, oxide_nm = 10.0, 4.0, 50.0
hole_mobility, neutral_nm, mass_ratio = 100.0, 600.0, 0.4
breakdown_field = 2.5  # MV/cm, rough
charge = const.e
eps0_cm = const.epsilon_0 / 100


def thermal(temp):
    return const.k * temp / const.e


def intrinsic(temp):
    return (np.sqrt(nc_300 * nv_300) * (temp / 300)**1.5
            * np.exp(-gap / (2 * thermal(temp))))


kt = thermal(temperature)
ni = intrinsic(temperature)
root_p = ni * np.exp(bias / (2 * kt))
product = root_p**2


def rate_at(shift):
    """Kinetic rate per area at surface-potential shift (V) from n = p."""
    n, p = root_p * np.exp(shift / kt), root_p * np.exp(-shift / kt)
    return traps * steady(n, p, capture, capture, ni, ni)[0]


x_peak, per_trap = find_peak(product, capture, capture, ni, ni)
peak_rate = traps * per_trap
assert abs(x_peak) < 1e-5
assert np.isclose(peak_rate, capture * traps * (root_p - ni) / 2, rtol=1e-9)
half_shift = brentq(lambda s: rate_at(s) - peak_rate / 2, 0, 0.2)
assert np.isclose(half_shift, kt * np.arccosh(2 + ni / root_p), rtol=1e-8)
for shift in (-0.1, 0.03, 0.08):
    shape = (root_p + ni) / (root_p * np.cosh(shift / kt) + ni)
    assert np.isclose(rate_at(shift) / peak_rate, shape, rtol=1e-8)
fill_peak = steady(root_p, root_p, capture, capture, ni, ni)[2]
time_peak = 1 / (capture * (2 * root_p + 2 * ni))
time_dark = 1 / (capture * 4 * ni)

# Hundredfold capture asymmetry at the same geometric mean.
x_asym, height_asym = find_peak(product, 10 * capture, capture / 10, ni, ni)
at_equal = steady(root_p, root_p, 10 * capture, capture / 10, ni, ni)[0]
assert np.isclose(height_asym, per_trap, rtol=1e-8)

# Uniform trap spectrum: energy window that acts like midgap traps.
levels = np.linspace(-gap / 2, gap / 2, 4001)
response = np.array([
    steady(root_p, root_p, capture, capture,
           ni * np.exp(e / kt), ni * np.exp(-e / kt))[0] for e in levels])
response /= per_trap
window = np.sum((response[1:] + response[:-1]) / 2 * np.diff(levels))
assert np.isclose(window, bias + 2 * kt * np.log(2), rtol=1e-4)

# Band bending and hole supply along the path to the surface.
bending = np.log(doping / root_p)  # in kT
debye = np.sqrt(eps_semi * eps0_cm * kt / (charge * doping))
bulk_holes = product / doping
diffusion = hole_mobility * kt
loss_per_cm = peak_rate / (diffusion * bulk_holes)
neutral_cm = neutral_nm * 1e-7


def path_change(y, state):
    u, slope, holes, area = state
    return [slope, 1 - np.exp(-u), holes * slope - loss_per_cm * debye,
            np.exp(-u)]


def at_surface(y, state):
    return state[0] - bending


at_surface.terminal = True
u_start = 1e-4
start = [u_start, u_start,
         (1 - loss_per_cm * neutral_cm) * np.exp(u_start), 0.0]
path = solve_ivp(path_change, (0, 100), start, events=at_surface,
                 method="DOP853", rtol=1e-10, atol=1e-13)
assert path.status == 1
u_end, slope_end, holes_end, area_end = path.y[:, -1]
assert np.isclose(slope_end, np.sqrt(2 * (u_end - 1 + np.exp(-u_end))),
                  rtol=1e-6)
product_loss = 1 - holes_end * np.exp(-u_end)
assert np.isclose(product_loss, loss_per_cm * (neutral_cm + debye * area_end),
                  rtol=1e-5)
supply_factor = brentq(lambda r: r - np.sqrt(1 - product_loss * r), 0, 1)
path_nm = neutral_nm + path.t[-1] * debye * 1e7
field = kt * slope_end / debye  # V/cm

# Tunnelling of electrons through the bent band, uniform-field estimate.
exponent = (4 / 3 * np.sqrt(2 * mass_ratio * const.m_e)
            * (const.k * temperature)**1.5
            / (const.hbar * const.e * field * 100))
tunnel_gain = quad(lambda u: np.exp(u - exponent * u**1.5), 0, bending)[0]
x_tunnel, height_tunnel = find_peak(
    product, capture * (1 + tunnel_gain), capture, ni, ni)

# Degeneracy at the bulk doping, where electrons are densest.
eta = np.log(doping / nc_300)
fermi_integral = 2 / np.sqrt(np.pi) * quad(
    lambda x: np.sqrt(x) / (1 + np.exp(x - eta)), 0, 60, epsabs=1e-14)[0]
degeneracy = 1 - fermi_integral / np.exp(eta)

# Geometric midgap level with degeneracy 2, trap charge, and hot operation.
n1_geo = nc_300 * np.exp(-gap / (2 * kt)) / 2
p1_geo = ni**2 / n1_geo
midgap_change = (n1_geo + p1_geo - 2 * ni) / (2 * root_p)
gate_swing = charge * traps * oxide_nm * 1e-7 / (eps_oxide * eps0_cm)
hot = 450.0
bias_hot = 2 * thermal(hot) * np.log(root_p / intrinsic(hot))
root_hot = intrinsic(hot) * np.exp(bias / (2 * thermal(hot)))

print(f"gap {gap} eV, temperature {temperature:.0f} K, bias {bias} V")
print(f"band densities Nc {nc_300:.1e}, Nv {nv_300:.1e} cm^-3")
print(f"doping {doping:.1e} cm^-3, traps {traps:.1e} cm^-2")
print(f"capture coefficient {capture:.1e} cm^3/s")
print(f"relative permittivity: semiconductor {eps_semi}, oxide {eps_oxide}")
print(f"oxide thickness {oxide_nm:.0f} nm")
print(f"hole mobility {hole_mobility:.0f} cm2/Vs")
print(f"tunnelling mass {mass_ratio} electron masses")
print(f"thermal energy {kt*1e3:.3f} meV")
print(f"intrinsic density {ni:.3e} cm^-3")
print(f"density product P {product:.3e} cm^-6")
print(f"n = p at peak {root_p:.3e} cm^-3")
print(f"ni/sqrt(P) {ni/root_p:.2e}")
print(f"peak rate {peak_rate:.3e} cm^-2 s^-1")
print(f"peak current density {charge*peak_rate*1e3:.3f} mA/cm^2")
print(f"trap occupancy at peak {fill_peak:.3f}")
print(f"full width at half maximum {2*half_shift*1e3:.2f} meV")
print(f"width over kT {2*half_shift/kt:.4f}")
for shift in (-0.10, -0.05, 0.0, 0.05, 0.10):
    n_s, p_s = root_p * np.exp(shift / kt), root_p * np.exp(-shift / kt)
    print(f"shift {shift*1e3:+.0f} mV: n {n_s:.2e}, p {p_s:.2e} cm^-3, "
          f"U/Upeak {rate_at(shift)/peak_rate:.4f}")
print(f"trap response time at peak {time_peak*1e6:.3f} us")
print(f"trap response time at n = p = ni {time_dark:.2e} s")
print("--- neglected effects ---")
print(f"cn/cp = 100: peak shift {x_asym*kt*1e3:.1f} mV")
print(f"cn/cp = 100: peak height factor {height_asym/per_trap:.4f}")
print(f"cn/cp = 100: rate factor at n = p {at_equal/per_trap:.4f}")
print(f"active window of uniform trap spectrum {window:.4f} eV")
print(f"bulk hole density {bulk_holes:.3e} cm^-3")
print(f"neutral path {neutral_nm:.0f} nm, whole path {path_nm:.0f} nm")
print(f"product lost on hole path, at ideal rate {product_loss*100:.2f} %")
print(f"peak rate factor from hole supply {supply_factor:.4f}")
print(f"band bending at peak {bending*kt*1e3:.1f} meV")
print(f"surface field {field/1e6:.4f} MV/cm")
print(f"breakdown field (rough input) {breakdown_field} MV/cm")
print(f"surface field / breakdown field {field/1e6/breakdown_field:.4f}")
print(f"electron capture gain by tunnelling {tunnel_gain*100:.0f} %")
print(f"tunnelling: peak factor {height_tunnel/per_trap:.3f}, "
      f"shift {x_tunnel*kt*1e3:.1f} mV")
print(f"degeneracy correction at doping {degeneracy*100:.4f} %")
print(f"geometric midgap: relative rate change {-midgap_change:.1e}")
print(f"gate-voltage swing from trap charge {gate_swing:.3f} V")
print(f"{hot:.0f} K: intrinsic density {intrinsic(hot):.3e} cm^-3")
print(f"{hot:.0f} K: bias for the same sqrt(P) {bias_hot:.3f} V")
print(f"{hot:.0f} K: sqrt(P) at unchanged bias {root_hot:.2e} cm^-3")
print("all good")
```

It prints:

```
gap 3.2 eV, temperature 300 K, bias 2.6 V
band densities Nc 2.0e+19, Nv 3.0e+19 cm^-3
doping 1.0e+16 cm^-3, traps 1.0e+11 cm^-2
capture coefficient 1.0e-09 cm^3/s
relative permittivity: semiconductor 10.0, oxide 4.0
oxide thickness 50 nm
hole mobility 100 cm2/Vs
tunnelling mass 0.4 electron masses
thermal energy 25.852 meV
intrinsic density 3.238e-08 cm^-3
density product P 4.996e+28 cm^-6
n = p at peak 2.235e+14 cm^-3
ni/sqrt(P) 1.45e-22
peak rate 1.118e+16 cm^-2 s^-1
peak current density 1.791 mA/cm^2
trap occupancy at peak 0.500
full width at half maximum 68.09 meV
width over kT 2.6339
shift -100 mV: n 4.67e+12, p 1.07e+16 cm^-3, U/Upeak 0.0418
shift -50 mV: n 3.23e+13, p 1.55e+15 cm^-3, U/Upeak 0.2832
shift +0 mV: n 2.24e+14, p 2.24e+14 cm^-3, U/Upeak 1.0000
shift +50 mV: n 1.55e+15, p 3.23e+13 cm^-3, U/Upeak 0.2832
shift +100 mV: n 1.07e+16, p 4.67e+12 cm^-3, U/Upeak 0.0418
trap response time at peak 2.237 us
trap response time at n = p = ni 7.72e+15 s
--- neglected effects ---
cn/cp = 100: peak shift -59.5 mV
cn/cp = 100: peak height factor 1.0000
cn/cp = 100: rate factor at n = p 0.1980
active window of uniform trap spectrum 2.6358 eV
bulk hole density 4.996e+12 cm^-3
neutral path 600 nm, whole path 1022 nm
product lost on hole path, at ideal rate 8.07 %
peak rate factor from hole supply 0.9605
band bending at peak 98.3 meV
surface field 0.0163 MV/cm
breakdown field (rough input) 2.5 MV/cm
surface field / breakdown field 0.0065
electron capture gain by tunnelling 21 %
tunnelling: peak factor 1.100, shift -2.5 mV
degeneracy correction at doping 0.0177 %
geometric midgap: relative rate change -6.2e-23
gate-voltage swing from trap charge 0.226 V
450 K: intrinsic density 5.420e+01 cm^-3
450 K: bias for the same sqrt(P) 2.253 V
450 K: sqrt(P) at unchanged bias 1.96e+16 cm^-3
all good
```
